# Why a Dilute Two-Dimensional Electron Gas Overscreens a Gate Field: verification in Python

```python
# Result under test: for an unpolarized 2D electron gas with exchange only,
#   dmu/dn = pi - sqrt(2) r_s   (effective atomic units),
# so the quantum capacitance 1/(dmu/dn) changes sign at r_s = pi/sqrt(2),
# and a gate field is overscreened at larger r_s.
# Symbols: n = density per area, r_s = 1/sqrt(pi n), k_F = Fermi momentum,
#   mu = chemical potential without the electrostatic potential,
#   lambda = (dmu/dn)/(4 pi) = screening offset length,
#   d = distance from the gas to the bottom electrode,
#   E0, Ep = changes of the field above and below the gas.
# Effective units: length a* = kappa a_B/m, energy Ha* = m Ha/kappa^2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipkm1, j1
from pyscf.dft import libxc

pi = np.pi
nodes, weights = np.polynomial.legendre.leggauss(40)
unit_x, unit_w = (nodes + 1) / 2, weights / 2


def density(rs):
    return 1 / (pi * rs**2)


# ---------- energies from their definitions ----------
def one_spin_parts(n_spin):
    """Kinetic and exchange energy per area of one filled spin disc."""
    k = np.sqrt(4 * pi * n_spin)
    p = k * unit_x
    kinetic = np.sum(k * unit_w * p / (2 * pi) * p**2 / 2)
    angle = pi / 2 * unit_x
    q = 2 * k * np.cos(angle)
    overlap = (2 * k**2 * np.arccos(q / (2 * k))
               - q / 2 * np.sqrt(4 * k**2 - q**2))
    dq = 2 * k * np.sin(angle) * pi / 2 * unit_w
    exchange = -0.5 * np.sum(dq * overlap) / (2 * pi)**2
    return kinetic, exchange


def energy_unpolarized(n):
    return 2 * sum(one_spin_parts(n / 2))


def energy_polarized(n):
    return sum(one_spin_parts(n))


def first_derivative(func, n):
    h = 1e-3 * n
    return (func(n + h) - func(n - h)) / (2 * h)


def second_derivative(func, n):
    h = 1e-3 * n
    return (func(n + h) - 2 * func(n) + func(n - h)) / h**2


# ---------- derived formulas ----------
def mu_formula(n):
    return pi * n - 2 * np.sqrt(2 * n / pi)


def slope_formula(rs):
    return pi - np.sqrt(2) * rs


def lambda_formula(rs):
    return (1 - np.sqrt(2) * rs / pi) / 4


# ---------- chemical potential and its slope ----------
for rs in (0.5, 1.0, 2.0, 3.0, 6.0):
    n = density(rs)
    mu_numeric = first_derivative(energy_unpolarized, n)
    slope_numeric = second_derivative(energy_unpolarized, n)
    assert abs(mu_numeric - mu_formula(n)) < 1e-5
    assert abs(slope_numeric - slope_formula(rs)) < 1e-5

# ---------- exchange by two other roads ----------
rs_test = 2.0
n_test = density(rs_test)
k_test = np.sqrt(2 * pi * n_test)


def shell_exchange(p):
    """Coulomb average over a ring of momentum p, seen from k_F."""
    ratio = ((k_test - p) / (k_test + p))**2
    return -p / (2 * pi) * 4 / (k_test + p) * ellipkm1(ratio)


sigma_fermi = quad(shell_exchange, 0, k_test, limit=200)[0]
mu_x_numeric = first_derivative(
    lambda n: 2 * one_spin_parts(n / 2)[1], n_test)
assert abs(sigma_fermi + 2 * k_test / pi) < 1e-6
assert abs(sigma_fermi - mu_x_numeric) < 1e-6

# Real-space exchange hole: unit panels up to r_max, averaged tail beyond.
r_max = 600
r = (np.arange(r_max)[:, None] + unit_x[None, :]).ravel()
w = np.tile(unit_w, r_max)
hole_integral = np.sum(w * (2 * j1(k_test * r) / (k_test * r))**2)
hole_integral += 2 / (pi * k_test**3 * r_max**2)
ex_hole = -n_test / 4 * 2 * pi * hole_integral
ex_disc = 2 * one_spin_parts(n_test / 2)[1] / n_test
assert abs(ex_hole - ex_disc) < 1e-6
assert abs(ex_hole + 4 * k_test / (3 * pi)) < 1e-6

# ---------- sign change, with spin fixed and with spin free ----------
rs_zero = brentq(
    lambda rs: second_derivative(energy_unpolarized, density(rs)), 1, 5)
rs_zero_pol = brentq(
    lambda rs: second_derivative(energy_polarized, density(rs)), 1, 6)
rs_spin = brentq(lambda rs: energy_polarized(density(rs))
                 - energy_unpolarized(density(rs)), 1, 4)
assert abs(rs_zero - pi / np.sqrt(2)) < 1e-5
assert abs(rs_zero_pol - pi) < 1e-5
assert abs(rs_spin - 3 * pi * (1 + np.sqrt(2)) / (8 * np.sqrt(2))) < 1e-8
n_zero = density(rs_zero)
mu_min = first_derivative(energy_unpolarized, n_zero)
assert abs(n_zero - 2 / pi**3) < 1e-6
assert abs(mu_min + 2 / pi**2) < 1e-6
for factor in (0.8, 1.2):
    assert first_derivative(energy_unpolarized, factor * n_zero) > mu_min


# ---------- correlation from the AMGB functional ----------
def correlation(n, polarized=False):
    """Correlation energy per area."""
    if polarized:
        rho = np.array([[n], [0.0]])
        exc = libxc.eval_xc('LDA_C_2D_AMGB', rho, spin=1)[0]
    else:
        exc = libxc.eval_xc('LDA_C_2D_AMGB', np.array([n]), spin=0)[0]
    return n * float(np.ravel(exc)[0])


library_ex = libxc.eval_xc('LDA_X_2D', np.array([n_test]), spin=0)[0]
assert abs(float(np.ravel(library_ex)[0]) - ex_disc) < 1e-6
rs_zero_corr = brentq(lambda rs: second_derivative(
    lambda n: energy_unpolarized(n) + correlation(n), density(rs)), 1, 4)
assert 1.5 < rs_zero_corr < rs_zero
gap_exchange = (energy_polarized(n_zero)
                - energy_unpolarized(n_zero)) / n_zero
gap_corr = gap_exchange + (correlation(n_zero, True)
                           - correlation(n_zero)) / n_zero
assert gap_exchange < 0 < gap_corr

# ---------- model parameters and units ----------
mass, kappa = 0.1, 10.0
distance_A = 2000.0
field_V_A = 1e-5
bohr_A = const.physical_constants['Bohr radius'][0] / const.angstrom
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
a_star = kappa * bohr_A / mass
ha_star = hartree_eV * mass / kappa**2
d = distance_A / a_star


# ---------- device: minimum of the total energy of plates and gas ----------
def device_response(n0):
    """Return Ep/E0 and dn/d(reservoir level) from energy minima."""
    level0 = first_derivative(energy_unpolarized, n0)
    h = 1e-3 * n0

    def total(n, gate_charge, level):
        field_below = 4 * pi * (gate_charge + n0 - n)
        return (field_below**2 * d / (8 * pi)
                + energy_unpolarized(n) - level * n)

    def equilibrium(gate_charge, level):
        n = brentq(lambda x: total(x + h, gate_charge, level)
                   - total(x - h, gate_charge, level),
                   0.9 * n0, 1.1 * n0, xtol=1e-15, rtol=1e-14)
        here = total(n, gate_charge, level)
        assert total(n + h, gate_charge, level) > here
        assert total(n - h, gate_charge, level) > here
        return n

    s = 0.01 * n0
    dn = equilibrium(s, level0) - equilibrium(-s, level0)
    field_ratio = (2 * s - dn) / (2 * s)
    v = 4 * pi * d * s
    dn_bias = equilibrium(0, level0 + v) - equilibrium(0, level0 - v)
    return field_ratio, dn_bias / (2 * v)


print(f"effective mass m = {mass} electron masses")
print(f"dielectric constant kappa = {kappa}")
print(f"effective Bohr radius a* = {a_star:.3f} angstrom")
print(f"effective Hartree Ha* = {ha_star:.6f} eV")
print(f"distance d to bottom electrode = {distance_A:.0f} angstrom")
print(f"gate field change E0 = {field_V_A:.1e} V/angstrom")
print(f"sign change, exchange only, unpolarized: r_s = {rs_zero:.4f}")
print(f"pi/sqrt(2) = {pi / np.sqrt(2):.4f}")
print(f"density at sign change = {n_zero / a_star**2:.4e} angstrom^-2")
print(f"minimum of mu there = {mu_min * ha_star:.6f} eV")
print(f"exchange-only spin polarization above r_s = {rs_spin:.4f}")
print(f"sign change, exchange only, polarized: r_s = {rs_zero_pol:.4f}")
print(f"sign change with AMGB correlation: r_s = {rs_zero_corr:.4f}")
print("polarized minus unpolarized energy per electron at r_s = 2.22:")
print(f"  exchange only = {gap_exchange * ha_star * 1e3:.4f} meV")
print(f"  with AMGB correlation = {gap_corr * ha_star * 1e3:.4f} meV")

slope_unit = ha_star * a_star**2
for n_A in (1e-4, 1e-5):
    n0 = n_A * a_star**2
    rs = 1 / np.sqrt(pi * n0)
    slope = slope_formula(rs)
    lam = lambda_formula(rs)
    ratio = lam / (d + lam)
    cap_ratio = d / (d + lam)
    ratio_numeric, cap_numeric = device_response(n0)
    assert abs(ratio_numeric / ratio - 1) < 1e-3
    assert abs(cap_numeric * 4 * pi * d - cap_ratio) < 1e-5
    assert (ratio_numeric < 0) == (rs > pi / np.sqrt(2))
    # Gauss law: e^2 = Ha * a_B, field in V/angstrom acts on charge e.
    dn_ideal = kappa * field_V_A / (4 * pi * hartree_eV * bohr_A)
    print(f"density n = {n_A:.0e} angstrom^-2: r_s = {rs:.4f}")
    print(f"  mean electron radius r_s a* = {rs * a_star:.2f} angstrom")
    print(f"  kinetic part of mu = {pi * n0 * ha_star:.6f} eV")
    mu_x = mu_formula(n0) - pi * n0
    print(f"  exchange part of mu = {mu_x * ha_star:.6f} eV")
    print(f"  mu = {mu_formula(n0) * ha_star:.6f} eV")
    print(f"  kinetic dmu/dn = {pi * slope_unit:.2f} eV angstrom^2")
    print(f"  exchange dmu/dn = {(slope - pi) * slope_unit:.2f}"
          " eV angstrom^2")
    print(f"  total dmu/dn = {slope * slope_unit:.2f} eV angstrom^2")
    print(f"  C_q/e^2 = {1 / (slope * slope_unit):.5e}"
          " eV^-1 angstrom^-2")
    print(f"  lambda = {lam * a_star:.4f} angstrom")
    print(f"  Ep/E0 from formula = {ratio:.6f}")
    print(f"  Ep/E0 from energy minimum = {ratio_numeric:.6f}")
    print(f"  penetrating field Ep = {ratio * field_V_A:.4e} V/angstrom")
    print(f"  density for perfect screening = {dn_ideal:.5e} angstrom^-2")
    print(f"  induced density = {dn_ideal * (1 - ratio):.5e} angstrom^-2")
    print(f"  C/C_geo = {cap_ratio:.6f}")

print("success")
```

Output:

```
effective mass m = 0.1 electron masses
dielectric constant kappa = 10.0
effective Bohr radius a* = 52.918 angstrom
effective Hartree Ha* = 0.027211 eV
distance d to bottom electrode = 2000 angstrom
gate field change E0 = 1.0e-05 V/angstrom
sign change, exchange only, unpolarized: r_s = 2.2214
pi/sqrt(2) = 2.2214
density at sign change = 2.3034e-05 angstrom^-2
minimum of mu there = -0.005514 eV
exchange-only spin polarization above r_s = 2.0111
sign change, exchange only, polarized: r_s = 3.1416
sign change with AMGB correlation: r_s = 2.0339
polarized minus unpolarized energy per electron at r_s = 2.22:
  exchange only = -0.2883 meV
  with AMGB correlation = 1.3339 meV
density n = 1e-04 angstrom^-2: r_s = 1.0662
  mean electron radius r_s a* = 56.42 angstrom
  kinetic part of mu = 0.023939 eV
  exchange part of mu = -0.022979 eV
  mu = 0.000960 eV
  kinetic dmu/dn = 239.39 eV angstrom^2
  exchange dmu/dn = -114.89 eV angstrom^2
  total dmu/dn = 124.50 eV angstrom^2
  C_q/e^2 = 8.03241e-03 eV^-1 angstrom^-2
  lambda = 6.8801 angstrom
  Ep/E0 from formula = 0.003428
  Ep/E0 from energy minimum = 0.003428
  penetrating field Ep = 3.4282e-08 V/angstrom
  density for perfect screening = 5.52635e-07 angstrom^-2
  induced density = 5.50740e-07 angstrom^-2
  C/C_geo = 0.996572
density n = 1e-05 angstrom^-2: r_s = 3.3715
  mean electron radius r_s a* = 178.41 angstrom
  kinetic part of mu = 0.002394 eV
  exchange part of mu = -0.007266 eV
  mu = -0.004873 eV
  kinetic dmu/dn = 239.39 eV angstrom^2
  exchange dmu/dn = -363.32 eV angstrom^2
  total dmu/dn = -123.93 eV angstrom^2
  C_q/e^2 = -8.06882e-03 eV^-1 angstrom^-2
  lambda = -6.8490 angstrom
  Ep/E0 from formula = -0.003436
  Ep/E0 from energy minimum = -0.003436
  penetrating field Ep = -3.4363e-08 V/angstrom
  density for perfect screening = 5.52635e-07 angstrom^-2
  induced density = 5.54534e-07 angstrom^-2
  C/C_geo = 1.003436
success
```
